# Scaling with k Points: Adler-Wiser Sum and Supercell Green's Functions

**Setting.** A crystal of $N$ cells with Born-von Karman periodic boundary conditions is described by a mean-field Hamiltonian on a grid of $n_r$ sites per cell. Its orbitals and energies are given. Spin is degenerate, the Hamiltonian is time-reversal symmetric, and a gap separates $n_v$ doubly occupied bands from $n_c$ empty ones; $n_b=n_v+n_c$. Atomic units are used. The $N$ wave vectors form a mesh centred on $k=0$, so $-k$ belongs to the mesh whenever $k$ does. One-dimensional notation is used, with lattice constant $a$, $k_j=2\pi j/(Na)$ and lattice vectors $R=la$.

Let $x$ denote a site in the home cell. The supercell orbitals are

$$\psi_{nk}(x+R)=N^{-1/2}e^{ikR}\phi_{nk}(x),\qquad \sum_x|\phi_{nk}(x)|^2=1 .$$

The response $\chi_0(X,X')$ is the change of occupation of site $X$ per change of potential on site $X'$, for independent particles. The random-phase approximation (RPA) for the energy needs

$$\chi_q(x,x';i\omega)=\sum_R e^{-iqR}\chi_0(x+R,x';i\omega)$$

over the whole mesh of momenta $q$. The question is how the work grows with $N$. Work means the number of multiplications that act on orbitals or on arrays built from them, a product with a real factor counting as one. The scalar energy weights, exponentials and phase factors are taken as ready and their evaluation is not counted. Obtaining the orbitals is not included, and no point-group symmetry is used to thin out the mesh. Time reversal makes $\chi_0$ real, so $\chi_{-q}=\chi_q^*$ and only about half of the momenta are independent. This saving is not used either: it changes prefactors, not the power of $N$, and all counts below refer to the full set of $N$ momenta.

## (a) Derive the Adler-Wiser sum for $\chi_q(i\omega)$ and count its cost

**Solution.** An imaginary frequency corresponds to a real potential $\delta v(X)e^{\omega s}$ that grows with real time $s$, with $\omega>0$. Write an occupied orbital as $e^{-i\varepsilon_v s}[\psi_v+\sum_m A_m e^{\omega s}\psi_m]$. To first order, the Schrödinger equation projected on $\psi_m$ reads

$$i\omega A_m=(\varepsilon_m-\varepsilon_v)A_m+\langle m|\delta v|v\rangle
\;\Rightarrow\;
A_m=\frac{\langle m|\delta v|v\rangle}{i\omega-(\varepsilon_m-\varepsilon_v)} .$$

If $m=v'$ is itself occupied, the mixing of $v'$ into $v$ and of $v$ into $v'$ enter the density together, as $\psi_v^*\psi_{v'}$ times

$$\langle v'|\delta v|v\rangle\left[\frac1{i\omega-\Delta}+\frac1{-i\omega+\Delta}\right]=0,\qquad \Delta=\varepsilon_{v'}-\varepsilon_v .$$

Only empty states $c$ remain. With $D=\varepsilon_c-\varepsilon_v>0$, $\rho=\psi_c\psi_v^*$ and $\langle c|\delta v|v\rangle=\sum_{X'}\rho^*(X')\delta v(X')$, the density change $2\sum_v(\psi_v^*\delta\psi_v+\text{c.c.})$ gives

$$\chi_0(X,X')=2\sum_{vc}\left[\frac{\rho(X)\rho^*(X')}{i\omega-D}+\frac{\rho^*(X)\rho(X')}{-i\omega-D}\right].$$

Time reversal maps the set of orbitals onto the set of their complex conjugates at unchanged energies. In the second sum $\rho^*$ may therefore be replaced by $\rho$. The two fractions then add:

$$\frac1{i\omega-D}-\frac1{i\omega+D}=\frac{2D}{(i\omega)^2-D^2}=-\frac{2D}{D^2+\omega^2}.$$

Now let the empty state have wave vector $k'$ and the occupied one $k$. For $X=x+R$ and $X'=x'$ the product $\rho\rho^*$ carries $N^{-2}e^{i(k'-k)R}$. The sum over $R$ with $e^{-iqR}$ gives $N$ if $k'=k+q$, up to a reciprocal lattice vector, and zero otherwise. Hence

$$\chi_q(x,x';i\omega)=-\frac2N\sum_{k}\sum_{vc}\frac{2D}{D^2+\omega^2}\,M(x)M^*(x'),\qquad M(x)=\phi_{c,k+q}(x)\phi^*_{vk}(x).$$

For each $q$, $k$, $v$ and $c$, forming $M$ takes $n_r$ multiplications, weighting it $n_r$, and the outer product $n_r^2$. Constant prefactors are absorbed in the weights. The cost for all $q$ and one frequency is

$$C_{\rm AW}=N^2n_vn_c\,n_r(n_r+2).$$

The square has a plain origin: every empty wave vector is paired with every occupied one. A single $q$ costs only $C_{\rm AW}/N$, which is linear in $N$. The quadratic law belongs to the full set of momenta.

## (b) What prevents the sums over $c$ and $v$ from being done separately, and how can this be cured?

**Solution.** The factor $MM^*$ is already a product of an empty and an occupied part. The energy weight is not. At $\omega=0$ it is $2/D$. Take two empty energies $e,e'$ and two occupied ones $o,o'$. If $1/D$ were a function of the empty energy times a function of the occupied one, this determinant would vanish:

$$\frac1{(e-o)(e'-o')}-\frac1{(e-o')(e'-o)}=\frac{(e-e')(o'-o)}{(e-o)(e'-o')(e-o')(e'-o)} .$$

It is nonzero whenever $e\ne e'$ and $o\neq o'$. An exponential of $D$, by contrast, does factor. Since $D>0$,

$$2\int_0^\infty\cos(\omega t)\,e^{-Dt}dt=2\,\mathrm{Re}\,\frac1{D-i\omega}=\frac{2D}{D^2+\omega^2},$$

and, for any energy $\mu$ in the gap,

$$e^{-Dt}=e^{-(\varepsilon_c-\mu)t}\,e^{-(\mu-\varepsilon_v)t}.$$

Both factors decay with the imaginary time $t$. The choice of $\mu$ cancels in the product.

A measure of separability is the ratio of the second to the first singular value of the weight matrix, whose rows are empty states and whose columns are occupied ones. For the model crystal of part (g) with $N=16$ this ratio is $2.2\times10^{-2}$ for $2/D$ and $1.4\times10^{-16}$, which is rounding error, for $e^{-Dt}$ at $t=1$.

## (c) Use the factorization while staying in $k$ space. Is the cost now linear?

**Solution.** Define $\chi_q(t)$ through $\chi_q(i\omega)=2\int_0^\infty\cos(\omega t)\chi_q(t)\,dt$, and collect the band sums in

$$G^e_k(x,x';t)=\sum_c\phi_{ck}(x)\phi^*_{ck}(x')e^{-(\varepsilon_{ck}-\mu)t},$$

$$G^o_k(x,x';t)=\sum_v\phi_{vk}(x)\phi^*_{vk}(x')e^{-(\mu-\varepsilon_{vk})t}.$$

These are the empty and occupied parts of the imaginary-time Green's function, with its overall signs taken out. Regrouping the four orbitals in $MM^*$,

$$M(x)M^*(x')=\big[\phi_{c,k+q}(x)\phi^*_{c,k+q}(x')\big]\big[\phi_{vk}(x)\phi^*_{vk}(x')\big]^*,$$

turns the result of (a) into

$$\chi_q(x,x';t)=-\frac2N\sum_kG^e_{k+q}(x,x';t)\,G^{o}_k(x,x';t)^* .$$

For each $k$, attaching the exponentials costs $n_bn_r$ and the band sums cost $n_bn_r^2$. The products for all $k$ and $q$ cost $N^2n_r^2$. Thus, per time,

$$C_{\rm conv}=Nn_bn_r(n_r+1)+N^2n_r^2 .$$

The number of band pairs has left the quadratic term, but the term itself is still there. Imaginary time separates the bands; it does not separate the wave vectors. What remains is a convolution over the mesh.

## (d) Show that the convolution becomes a pointwise product on the supercell

**Solution.** Define the empty Green's function between two sites of the supercell with the full orbitals $\psi_{ck}$. The two normalization factors give $1/N$, and the phases give $e^{ikR}$:

$$G^e(x+R,x';t)=\sum_{ck}\psi_{ck}(x+R)\psi_{ck}^*(x')e^{-(\varepsilon_{ck}-\mu)t}=\frac1N\sum_ke^{ikR}G^e_k(x,x';t).$$

The same holds for $G^o$. The second argument can stay in the home cell because the functions depend only on the difference of the two lattice vectors. Each function therefore has $Nn_r^2$ entries, not $N^2n_r^2$.

Multiply $G^e$ by the conjugate of $G^o$ and transform back:

$$\sum_Re^{-iqR}G^e(x+R,x')G^o(x+R,x')^*
=\frac1{N^2}\sum_{k'k}G^e_{k'}G^{o*}_k\sum_Re^{i(k'-k-q)R}
=\frac1N\sum_kG^e_{k+q}G^{o*}_k .$$

The last sum over $R$ equals $N$ for $k'=k+q$ and vanishes otherwise. Comparison with (c) shows that the right-hand side is $-\tfrac12\chi_q(t)$. Since $G^o$ is Hermitian, $G^o(x+R,x')^*=G^o(x',x+R)$, and therefore

$$\chi_0(x+R,x';t)=-2\,G^e(x+R,x';t)\,G^o(x',x+R;t).$$

An electron propagates from $x'$ to $x+R$ and a hole accounts for the return path. For a given pair of sites nothing is left to sum over. Momentum conservation, which forced the pairing of $k$ with $k+q$, is contained in the translational invariance of the two functions.

## (e) Count the supercell route. Is real space by itself enough?

**Solution.** The pointwise product costs $Nn_r^2$. In addition there are three lattice transforms: two from $k$ to $R$ and one from $R$ to $q$. If each is summed term by term, every one of the $N$ results needs $N$ products for each pair $(x,x')$, so that

$$C_{\rm direct}=Nn_bn_r(n_r+1)+Nn_r^2+3N^2n_r^2 .$$

This is quadratic again, and larger than $C_{\rm conv}$. As long as every lattice vector is kept and summed term by term, real space does not give the gain. With a gap the functions decay with $|R|$, so one may instead keep only $R=la$ with $|l|\le l_c$; the three direct transforms then cost $3(2l_c+1)Nn_r^2$, linear in $N$, at the price of a truncation error. That approximation is not used here.

The fast Fourier transform (FFT) gives the gain without any truncation. Let $N$ be a power of two and $F_l=\sum_je^{2\pi ijl/N}f_j$. Splitting the sum into even and odd $j$ gives two transforms $E_l$ and $O_l$ of length $N/2$, both periodic in $l$ with period $N/2$. Since $e^{2\pi i(l+N/2)/N}=-e^{2\pi il/N}$,

$$F_l=E_l+e^{2\pi il/N}O_l,\qquad F_{l+N/2}=E_l-e^{2\pi il/N}O_l,\qquad 0\le l<N/2 .$$

One product serves two results. The number of products obeys $T(N)=2T(N/2)+N/2$ with $T(1)=0$. Dividing by $N$ shows that $T(N)/N$ rises by $1/2$ at each doubling, so $T(N)=(N/2)\log_2N$. With three transforms for each of the $n_r^2$ pairs,

$$C_{\rm FFT}=Nn_bn_r(n_r+1)+Nn_r^2\left(1+\tfrac32\log_2N\right).$$

The cost is thus linear in $N$ up to a logarithm. In three dimensions, with $N=N_1N_2N_3$, the transform is done along each direction in turn. The logarithms add to $\log_2N$, and the formula is unchanged.

How much does the logarithm matter? For $n_r\gg1$ the transforms cost as much as the band sums when $\frac32\log_2N=n_b$, that is, at $N=2^{2n_b/3}$. For $n_b=8$ this is about 40 points. Keeping the factor $n_r+1$ in the band sums moves the crossover to $N=2^{2n_b(1+1/n_r)/3}$, which is 64 for the model of (g), where $n_b=n_r=8$. For $n_b=60$ it is $2^{40}$, so on any practical mesh the linear band sums dominate.

A second limit is a larger cell at fixed $N$. If $n_r$, $n_v$ and $n_c$ all grow by a factor $s$, the leading Adler-Wiser cost grows as $s^4$ and the band sums of the supercell route as $s^3$.

## (f) Return to frequencies. When does the count stay linear?

**Solution.** The time integral is replaced by a finite sum,

$$\chi_q(i\omega)\approx\sum_{j=1}^{n_t}\gamma_j(\omega)\chi_q(t_j),\qquad
\sum_j\gamma_j(\omega)e^{-Dt_j}\approx\frac{2D}{D^2+\omega^2},$$

with weights fitted for all $D$ between the smallest and largest transition energies, $D_{\min}$ and $D_{\max}$. This step costs $n_tn_\omega Nn_r^2$ for $n_\omega$ frequencies. The whole calculation is linear, up to the logarithm, provided $n_t$ need not grow with $N$.

To see when that holds, let $\eta$ be the largest absolute error of the fit on this interval. By the formula in (a), the error of the response satisfies

$$|\delta\chi_q(x,x')|\le\frac{2\eta}N\sum_{kvc}|M(x)||M(x')|\le2\eta\sqrt{S(x)S(x')},\qquad S(x)=\frac1N\sum_{kvc}|M(x)|^2,$$

where the second step is the Cauchy-Schwarz inequality. Now $\sum_{vc}|M(x)|^2$ is the product of $\sum_c|\phi_{c,k+q}(x)|^2$ and $\sum_v|\phi_{vk}(x)|^2$. Orthonormal vectors on the cell's sites make each factor at most 1. Hence $S\le1$ and $|\delta\chi_q|\le2\eta$, whatever $N$ is. With a gap and a fixed set of bands, $D$ stays in a fixed interval as the mesh is refined, and one set of times serves all meshes.

In a metal this argument fails. Refining the mesh brings $D_{\min}$ towards zero, where the static weight $2/D$ diverges, while a finite sum of exponentials with fixed weights stays bounded. A fixed set of times then cannot hold the error of the static weight. At a fixed $\omega>0$ the weight never exceeds $1/\omega$, so this divergence concerns $\omega=0$ and frequencies that approach it.

## (g) Evaluate the counts and the RPA energy for a model crystal

Take $a=4$ bohr, $n_r=8$ and hence a spacing $h=0.5$ bohr. The kinetic energy is the three-point finite difference, with hopping $-1/(2h^2)=-2$ hartree. The potential, in hartree, is $-0.5\cos(2\pi x/a)+0.2\sin(4\pi x/a)$. One band is occupied and seven are empty. Electrons repel through $v(d)=e^{-d/(2\,\text{bohr})}$ hartree, with $d$ the shorter distance around the ring. The orbitals are those of the given potential; $v$ enters only the RPA energy.

**Solution: counts.** For $N=32$,

$$C_{\rm AW}=32^2\cdot1\cdot7\cdot8\cdot10=573\,440 .$$

The band sums cost $32\cdot8\cdot8\cdot9=18\,432$, and the other routes follow:

$$C_{\rm conv}=18\,432+32^2\cdot64=83\,968,$$

$$C_{\rm direct}=18\,432+2\,048+3\cdot32^2\cdot64=217\,088,$$

$$C_{\rm FFT}=18\,432+2\,048\,(1+7.5)=35\,840 .$$

Multiplications registered one by one during actual evaluations agree with all four formulas for $N=4,8,16,32$, as the numerical output shows.

From $N=16$ to $N=32$ the Adler-Wiser count grows by 4.000 and the FFT count by 2.188. The excess over 2 is the logarithm: per $k$ point and per $n_r^2$ the FFT route costs $9+1+6=16$ at $N=16$ and $9+1+7.5=17.5$ at $N=32$, and $2\times17.5/16=2.19$. At $N=4$ the FFT route and the $k$-space convolution tie at 3328, because $1+\frac32\log_24=4=N$.

The ratio $C_{\rm AW}/C_{\rm FFT}$ rises from 2.69 at $N=4$ to 16.00 at $N=32$. This compares one frequency with one time. With 16 frequencies and 20 times, the totals at $N=32$ are

$$16\cdot573\,440=9\,175\,040,$$

$$20\cdot35\,840+20\cdot16\cdot32\cdot64=716\,800+655\,360=1\,372\,160,$$

with ratio 6.69. The first total forms $M$ anew at each frequency. Since $M$ does not depend on $\omega$, it can be formed once and kept; the total is then $32^2\cdot7\cdot8\,(1+16\cdot9)=8\,314\,880$ and the ratio 6.06. In this small model the time-to-frequency step is nearly half of the second total. For one $q$ and one frequency, Adler-Wiser needs $573\,440/32=17\,920$ multiplications, fewer than one supercell pass, which delivers all $q$ at one time. The supercell route pays when the whole set of momenta is wanted, as it is for the energy, and the mesh is not too small. With the same times and frequencies it needs $20\cdot3328+20\cdot16\cdot4\cdot64=148\,480$ multiplications at $N=4$, more than the $16\cdot8960=143\,360$ of Adler-Wiser; at $N=8$ the totals are $312\,320$ against $573\,440$.

**Solution: accuracy.** The gap is $D_{\min}=0.495$ hartree and $D_{\max}=8.21$ hartree. The 20 times fit the weights with a largest error of $2.9\times10^{-7}$ hartree$^{-1}$ on the sampled energies. At $N=16$ the response was also computed from resolvents of the undivided supercell Hamiltonian, which need no sum over empty states. Relative to the largest magnitude of any element of $\chi_q(i\omega)$, over all $q$ and the 16 frequencies, the supercell Green's functions deviate from this reference by $2.0\times10^{-8}$ and the Adler-Wiser sum by $6.8\times10^{-12}$.

A direct check of sign and prefactor is the static response of site $x=0$ to its own potential. The product formula gives $-0.235478$ hartree$^{-1}$, and so does the change of occupation when that potential is shifted slightly up and down. It is negative because raising the potential on a site drives electrons away.

**Solution: energy.** In the adiabatic connection, the interaction is scaled by $\lambda$ from 0 to 1 at fixed density, and

$$E_c=-\int_0^1d\lambda\int_0^\infty\frac{d\omega}{2\pi}\,\mathrm{Tr}\,[v(\chi_\lambda-\chi_0)] .$$

The RPA sets $\chi_\lambda=\chi_0+\lambda\chi_0v\chi_\lambda$, so $\chi_\lambda=(1-\lambda\chi_0v)^{-1}\chi_0$. Because $\int_0^1d\lambda\,\mathrm{Tr}[(1-\lambda\chi_0v)^{-1}\chi_0v]=-\mathrm{Tr}\ln(1-\chi_0v)$, the energy per cell is

$$\frac{E_c}{N}=\frac1N\sum_q\int_0^\infty\frac{d\omega}{2\pi}\,\mathrm{Tr}\,[\ln(1-\chi_qv_q)+\chi_qv_q],$$

where $v_q$ is the lattice transform of $v$. The trace is taken separately for each $q$, on matrices of size $n_r$, so this step is linear in $N$ as well.

The result is $-0.02006$ hartree per cell for $N=4$ and $-0.01999$ hartree for $N=8$, 16 and 32. On each mesh the two routes agree to all eight printed decimals. The same 20 times serve every mesh, as the bound in (f) leads one to expect. The bound itself, about $6\times10^{-7}$ hartree$^{-1}$ for each element of $\chi_q$, does not guarantee that many decimals in the energy. At $N=16$, treating the whole supercell as one large system gives the same energy. The change of route affects the cost; the RPA itself, and whatever correlation it leaves out, is the same in both.

## Computed results

```
cell length [bohr]: 4.0  sites per cell: 8
cosine, sine potential [hartree]: 0.5 0.2
repulsion [hartree]: 1.0  range [bohr]: 2.0
occupied bands: 1  empty bands: 7
band gap [hartree]: 0.49523
largest transition energy [hartree]: 8.21046
imaginary times: 20  frequencies: 16
largest error of fitted weights [1/hartree]: 2.9e-07
2nd/1st singular value, exp(-D t), t=1: 1.4e-16
2nd/1st singular value, 2/D: 2.22e-02
N=16: largest error of supercell G at t=1: 9.3e-14
N=16: chi0 error / largest chi0, Adler-Wiser: 6.8e-12
N=16: chi0 error / largest chi0, supercell G: 2.0e-08
static chi0(0,0), supercell G [1/hartree]: -0.235478
static chi0(0,0), density change [1/hartree]: -0.235478
RPA correlation energy per cell [hartree]:
 N=4: Adler-Wiser -0.02006352, supercell G -0.02006352
 N=8: Adler-Wiser -0.01999104, supercell G -0.01999104
 N=16: Adler-Wiser -0.01999089, supercell G -0.01999089
 N=32: Adler-Wiser -0.01999089, supercell G -0.01999089
 N=16, whole supercell at once: -0.01999089
Multiplications, all q, one frequency or one time:
 N=4: Adler-Wiser 8960, k convolution 3328,
   supercell direct sums 5632, supercell FFT 3328
 N=8: Adler-Wiser 35840, k convolution 8704,
   supercell direct sums 17408, supercell FFT 7424
 N=16: Adler-Wiser 143360, k convolution 25600,
   supercell direct sums 59392, supercell FFT 16384
 N=32: Adler-Wiser 573440, k convolution 83968,
   supercell direct sums 217088, supercell FFT 35840
Growth of the count from N=16 to N=32:
 Adler-Wiser 4.000, k convolution 3.280
 direct sums 3.655, FFT 2.188
Adler-Wiser / FFT count at N=4: 2.69
Adler-Wiser / FFT count at N=32: 16.00
N=32, all 16 frequencies, Adler-Wiser: 9175040
N=32, all times and time-to-frequency step: 1372160
ratio of these totals: 6.69
```
